# Height variance of flat one-dimensional Kardar-Parisi-Zhang growth: verification in Python

```python
"""Flat one-dimensional KPZ growth: test of  Var h = c (k A^2 t/2)^(2/3),  c = 0.638.

Convention: dh/dt = nu h_xx + (lam/2) h_x^2 + noise, k = |lam|;
A = stationary <[h(x)-h(0)]^2>/|x|;  t = time;  h = height.
Single-step model: neighbouring heights differ by +-1, a local minimum rises by 2.
  continuous time: each minimum rises at rate 1 (A = 1, k = 1);
  parallel: each minimum rises with probability p per step
            (A = sqrt(1-p), k = p/sqrt(1-p)).
Lattice units throughout: height unit, site spacing, time unit or step.
"""
import itertools
from collections import Counter
import numpy as np
from scipy.special import airy
from scipy.integrate import quad

rng = np.random.Generator(np.random.SFC64(20241))


# ---------- universal constants from Fredholm determinants ----------
def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def edge_variances():
    """Variances of the GOE and GUE Tracy-Widom laws from their distributions."""
    top = 12.0
    s, ws = gauss(-12.0, top, 120)
    x, wx = gauss(0.0, 24.0, 70)
    root = np.sqrt(np.outer(wx, wx))
    one = np.eye(len(x))
    goe, gue = [], []
    for si in s:
        B = root * airy(x[:, None] + x[None, :] + si)[0]
        d_minus = np.linalg.det(one - B)
        goe.append(d_minus)
        gue.append(d_minus * np.linalg.det(one + B))
    out = []
    for F in (np.array(goe), np.array(gue)):
        mean = top - np.sum(ws * F)
        second = top**2 - 2 * np.sum(ws * s * F)
        out.append(second - mean**2)
    return out


var_goe, var_gue = edge_variances()
c_flat = var_goe * 2 ** (-4 / 3)
assert abs(c_flat - 0.638) < 0.001


def predicted_variance(A, k, t, c=c_flat):
    return c * (k * A**2 * t / 2) ** (2 / 3)


# ---------- counting test of the longest-path identity ----------
def triangle_counts(N, max_total):
    """Count integer triangles by (total, longest path); off-antidiagonal cells count twice."""
    cells = [(i, j) for i in range(N) for j in range(N - i)]
    counts = Counter()

    def fill(pos, used, best, longest):
        if pos == len(cells):
            counts[(used, longest)] += 1
            return
        i, j = cells[pos]
        cost = 1 if i + j == N - 1 else 2
        before = max(best.get((i - 1, j), 0), best.get((i, j - 1), 0))
        for value in range((max_total - used) // cost + 1):
            here = before + cost * value
            best[(i, j)] = here
            fill(pos + 1, used + cost * value, best, max(longest, here))
        del best[(i, j)]

    fill(0, 0, {}, 0)
    return counts


def pattern_counts(N, max_total):
    """Count Gelfand-Tsetlin patterns by (sum of top row, largest entry)."""
    counts = Counter()
    for row in itertools.product(range(max_total + 1), repeat=N):
        if sum(row) <= max_total and all(row[i] >= row[i + 1] for i in range(N - 1)):
            num = den = 1
            for i in range(N):
                for j in range(i + 1, N):
                    num *= row[i] - row[j] + j - i
                    den *= j - i
            counts[(sum(row), row[0])] += num // den
    return counts


tri = triangle_counts(4, 8)
assert tri == pattern_counts(4, 8)
n_triangles = sum(tri.values())


# ---------- exact finite-time height law, continuous-time model ----------
def exact_height_law(t):
    """Return P(arrival time of layer N <= t) for N = 2, 4, ..., and mean, variance of h."""
    nmax = 2 * int((t / 2 + 8 * (t / 2) ** (1 / 3) + 8) / 2)
    panels = 60
    g, wg = gauss(0.0, 1.0 / panels, 32)
    r = (np.arange(panels)[:, None] / panels + g[None, :]).ravel()
    weight = np.tile(wg, panels) * 4 * t * r
    u = np.append(2 * t * r**2, 2 * t)          # last entry is the end point
    weight = np.append(weight, 0.0)
    lag = np.empty((nmax, len(u)))              # L_n(u) exp(-u/2)
    integ = np.empty_like(lag)                  # its integral from 0 to u
    lag[0] = np.exp(-u / 2)
    lag[1] = (1 - u) * lag[0]
    for n in range(1, nmax - 1):
        lag[n + 1] = ((2 * n + 1 - u) * lag[n] - n * lag[n - 1]) / (n + 1)
    integ[0] = 2 * (1 - lag[0])
    for n in range(1, nmax):
        integ[n] = -integ[n - 1] - 2 * (lag[n] - lag[n - 1])
    M = (lag * weight) @ (integ[:, -1:] - 2 * integ).T / 4
    assert np.max(np.abs(M + M.T)) < 1e-8
    M = (M - M.T) / 2
    F = []
    for N in range(2, nmax + 1, 2):
        sign, logdet = np.linalg.slogdet(M[:N, :N])
        F.append(np.exp(logdet / 2) if sign > 0 else 0.0)
    F = np.array(F)
    m = np.arange(1, len(F) + 1)
    mean_k = F.sum()
    var_k = np.sum((2 * m - 1) * F) - mean_k**2
    return F, 1 + 2 * mean_k, 4 * var_k


# two-layer case against direct integration over the three waiting times
direct2 = quad(lambda x: np.exp(-x) * (1 - np.exp(-(3.0 - x))) ** 2, 0, 3.0)[0]
assert abs(exact_height_law(3.0)[0][0] - direct2) < 1e-9

exact_times = (150.0, 300.0, 600.0)
exact_var = [exact_height_law(t)[2] for t in exact_times]
c_exact = (exact_var[2] - exact_var[0]) / (
    (exact_times[2] / 2) ** (2 / 3) - (exact_times[0] / 2) ** (2 / 3))
assert abs(c_exact - c_flat) < 0.01             # next order in 1/t remains


# ---------- arrival-time simulation ----------
def pooled(first, second):
    """Variance about the common mean, its standard error, and ring values."""
    first, second = np.asarray(first), np.asarray(second)
    mu = first.mean(axis=0)
    ring = second - 2 * mu * first + mu**2
    return ring.mean(axis=0), ring.std(axis=0, ddof=1) / np.sqrt(len(ring)), ring


def arrival_simulation(draw, t, sites, rings):
    first, second = [], []
    for _ in range(rings):
        front = np.zeros(sites)
        new = np.empty(sites)
        m1 = m2 = 0.0
        layer = 0
        while True:
            layer += 1
            np.maximum(front[:-1], front[1:], out=new[:-1])
            new[-1] = max(front[-1], front[0])
            new += draw(sites)
            front, new = new, front
            if layer % 2 == 0:
                frac = np.count_nonzero(front <= t) / sites
                if frac == 0:
                    break
                m1 += frac
                m2 += (layer - 1) * frac
        first.append(1 + 2 * m1)
        second.append(1 + 4 * m1 + 4 * m2)
    return pooled(first, second)[:2]


mc_var, mc_err = arrival_simulation(rng.standard_exponential, 300.0, 2**14, 16)
assert abs(mc_var - exact_var[1]) < 5 * mc_err

# ---------- stationary state of the parallel model ----------
p = 0.75


def stationary_weight_error(L, ups):
    """Full transition matrix of a small ring against weight (1-p)^(-minima)."""
    states = [s for s in itertools.product((-1, 1), repeat=L) if s.count(1) == ups]
    index = {s: i for i, s in enumerate(states)}
    T = np.zeros((len(states), len(states)))
    guess = np.empty(len(states))
    for s, i in index.items():
        minima = [j for j in range(L) if s[j] == -1 and s[(j + 1) % L] == 1]
        guess[i] = (1 - p) ** (-len(minima))
        for choice in itertools.product((0, 1), repeat=len(minima)):
            new = list(s)
            for j, hit in zip(minima, choice):
                if hit:
                    new[j], new[(j + 1) % L] = 1, -1
            hits = sum(choice)
            T[i, index[tuple(new)]] += p**hits * (1 - p) ** (len(minima) - hits)
    found = np.linalg.matrix_power(T, 4096)[0]
    return np.max(np.abs(found / found.sum() - guess / guess.sum()))


weight_error = max(stationary_weight_error(8, 4), stationary_weight_error(8, 3))
assert weight_error < 1e-10


def log_eig(f, log_z):
    z = np.exp(log_z)
    return np.log(np.linalg.eigvalsh([[np.exp(f), z], [z, np.exp(-f)]])[-1])


def slope_and_velocity(f):
    lz, d = -0.5 * np.log(1 - p), 1e-4
    slope = (log_eig(f + d, lz) - log_eig(f - d, lz)) / (2 * d)
    minima = 0.5 * (log_eig(f, lz + d) - log_eig(f, lz - d)) / (2 * d)
    return slope, 2 * p * minima


u_small, v_small = slope_and_velocity(0.01)
v_zero = slope_and_velocity(0.0)[1]
A_num = u_small / 0.01
lam_num = 2 * (v_small - v_zero) / u_small**2
A, k = np.sqrt(1 - p), p / np.sqrt(1 - p)
assert abs(A_num - A) < 1e-3 and abs(lam_num + k) < 2e-3


# ---------- direct lattice simulation of the parallel model ----------
def grow(slopes, snapshots):
    """Return mean and mean square of h at the snapshot steps (rise probability 192/256)."""
    L, rise = len(slopes), int(slopes.sum())
    h = np.zeros(L + 2, dtype=np.int16)         # one ghost site at each end
    h[2:-1] = np.cumsum(slopes)[:-1]
    centre = h[1:-1]
    records = []
    for step in range(1, snapshots[-1] + 1):
        h[0] = h[-2] - rise
        h[-1] = h[1] + rise
        up = h[1:] > h[:-1]
        dice = rng.integers(0, 2**64 - 1, size=L // 8, dtype=np.uint64,
                            endpoint=True).view(np.uint8)
        hit = (up[1:] > up[:-1]) & (dice < 192)
        centre += hit.view(np.int8) * np.int8(2)
        if step in snapshots:
            x = centre.astype(float)
            records.append((x.mean(), np.mean(x * x)))
    return np.array(records)


def mean_velocity(pattern):
    r = grow(np.tile(pattern, 2**14 // len(pattern)), (500, 1000))
    return (r[1, 0] - r[0, 0]) / 500


v_flat_sim, v_tilt_sim = mean_velocity([1, -1]), mean_velocity([1, 1, 1, -1])
v_flat = 1 - np.sqrt(1 - p)
v_tilt = 1 - np.sqrt(1 - p * (1 - 0.5**2))
assert abs(v_flat_sim - v_flat) < 0.006         # slow transient of order t^(-2/3)
assert abs(v_tilt_sim - v_tilt) < 0.006

times = (250, 500, 1000, 2000)
ring_length, n_rings = 2**16, 20
data = np.array([grow(np.tile([1, -1], ring_length // 2), times) for _ in range(n_rings)])
sim_var, sim_err, ring_var = pooled(data[:, :, 0], data[:, :, 1])
pred = np.array([predicted_variance(A, k, t) for t in times])

# the arrival-time recursion must reproduce the direct lattice rule
rec_var, rec_err = arrival_simulation(lambda n: rng.geometric(p, n), 250, 2**14, 12)
assert abs(rec_var - sim_var[0]) < 5 * np.hypot(rec_err, sim_err[0])

# prediction; a constant offset of order one squared height unit is allowed
assert np.all(np.abs(sim_var - pred) < 4 * sim_err + 1.0)
scale = (k * A**2 * np.array(times) / 2) ** (2 / 3)
increment = (ring_var[:, -1] - ring_var[:, 0]) / (scale[-1] - scale[0])
c_sim = increment.mean()
c_sim_err = increment.std(ddof=1) / np.sqrt(n_rings)
assert abs(c_sim - c_flat) < 4 * c_sim_err + 0.01

# wrong alternatives must fail on the same data
pred_curved = predicted_variance(A, k, times[-1], var_gue)
pred_wrong_A = c_flat * (k * A * times[-1] / 2) ** (2 / 3)
assert abs(sim_var[-1] - pred_curved) > 5 * sim_err[-1]
assert abs(sim_var[-1] - pred_wrong_A) > 5 * sim_err[-1]
lateral = pred[-1] / A
assert ring_length > 100 * lateral

# ---------- output ----------
print("All quantities in lattice units (height unit, site, time unit or step)")
print(f"Variance of GOE Tracy-Widom law: {var_goe:.5f}")
print(f"Flat constant c = 2^(-4/3) x that: {c_flat:.5f}")
print(f"Curved-front constant (GUE variance): {var_gue:.5f}")
print(f"Integer triangles counted, N=4, total<=8: {n_triangles}")
print(f"P(layer 2 arrived by t=3): {direct2:.6f}")
print("Continuous-time model, A=1, k=1: exact height variance")
for t, v in zip(exact_times, exact_var):
    a = predicted_variance(1, 1, t)
    print(f"  t={t:.0f}: exact {v:.4f}, law {a:.4f}, offset {v - a:+.4f} height^2")
print(f"c from exact variance increment, t=150 to 600: {c_exact:.4f}")
print(f"Simulated variance at t=300: {mc_var:.3f} +- {mc_err:.3f} height^2")
print(f"Parallel model: p = {p}")
print(f"Largest error of stationary weight, 8-site rings: {weight_error:.1e}")
print(f"A: formula {A:.4f}, transfer matrix {A_num:.4f} height^2/site")
print(f"lambda: formula {-k:.4f}, transfer matrix {lam_num:.4f} site^2/(height step)")
print(f"Velocity, slope 0: formula {v_flat:.4f}, simulated {v_flat_sim:.4f} height/step")
print(f"Velocity, slope 0.5: formula {v_tilt:.4f}, simulated {v_tilt_sim:.4f} height/step")
print(f"k A^2/2 = {k * A**2 / 2:.4f} height^3/step")
print(f"Rings: {n_rings}, sites per ring: {ring_length}")
for i, t in enumerate(times):
    print(f"  t={t} steps: (kA^2t/2)^(2/3)={scale[i]:.3f}, predicted {pred[i]:.3f}, "
          f"simulated {sim_var[i]:.3f} +- {sim_err[i]:.3f} height^2, "
          f"ratio {sim_var[i] / pred[i]:.3f}")
print(f"Predicted rms height at last time: {np.sqrt(pred[-1]):.3f} height units")
print(f"c from simulated increment, t=250 to 2000: {c_sim:.4f} +- {c_sim_err:.4f}")
print(f"Arrival-time recursion at t=250: {rec_var:.3f} +- {rec_err:.3f} height^2")
print(f"Wrong choice, curved constant, last time: {pred_curved:.3f} height^2")
print(f"Wrong choice, A instead of A^2, last time: {pred_wrong_A:.3f} height^2")
print(f"Lateral length Var h/A at last time: {lateral:.1f} sites")
print(f"Ring length / lateral length: {ring_length / lateral:.0f}")
print("PASS")
```

Running it gives:

```
All quantities in lattice units (height unit, site, time unit or step)
Variance of GOE Tracy-Widom law: 1.60778
Flat constant c = 2^(-4/3) x that: 0.63805
Curved-front constant (GUE variance): 0.81319
Integer triangles counted, N=4, total<=8: 4191
P(layer 2 arrived by t=3): 0.698799
Continuous-time model, A=1, k=1: exact height variance
  t=150: exact 11.6965, law 11.3473, offset +0.3491 height^2
  t=300: exact 18.3630, law 18.0128, offset +0.3502 height^2
  t=600: exact 28.9444, law 28.5935, offset +0.3509 height^2
c from exact variance increment, t=150 to 600: 0.6381
Simulated variance at t=300: 18.175 +- 0.249 height^2
Parallel model: p = 0.75
Largest error of stationary weight, 8-site rings: 1.0e-17
A: formula 0.5000, transfer matrix 0.5000 height^2/site
lambda: formula -1.5000, transfer matrix -1.5000 site^2/(height step)
Velocity, slope 0: formula 0.5000, simulated 0.5013 height/step
Velocity, slope 0.5: formula 0.3386, simulated 0.3402 height/step
k A^2/2 = 0.1875 height^3/step
Rings: 20, sites per ring: 65536
  t=250 steps: (kA^2t/2)^(2/3)=13.001, predicted 8.295, simulated 8.491 +- 0.048 height^2, ratio 1.024
  t=500 steps: (kA^2t/2)^(2/3)=20.637, predicted 13.167, simulated 13.370 +- 0.139 height^2, ratio 1.015
  t=1000 steps: (kA^2t/2)^(2/3)=32.759, predicted 20.902, simulated 21.033 +- 0.238 height^2, ratio 1.006
  t=2000 steps: (kA^2t/2)^(2/3)=52.002, predicted 33.180, simulated 32.385 +- 0.513 height^2, ratio 0.976
Predicted rms height at last time: 5.760 height units
c from simulated increment, t=250 to 2000: 0.6127 +- 0.0132
Arrival-time recursion at t=250: 8.497 +- 0.139 height^2
Wrong choice, curved constant, last time: 42.288 height^2
Wrong choice, A instead of A^2, last time: 52.670 height^2
Lateral length Var h/A at last time: 66.4 sites
Ring length / lateral length: 988
PASS
```
